# Analytic Nuclear Gradient of a Closed-Shell Global Hybrid Functional

## Result

For a closed-shell global hybrid with exact-exchange fraction \(a\), the derivative of the converged energy with respect to the Cartesian component \(A_x\) of nucleus \(A\) is

\[
E^x=\sum_{mn}P_{mn}h_{mn}^x+\sum_{mnls}\Gamma_{mnls}(mn|ls)^x-\sum_{mn}W_{mn}S_{mn}^x+E_{xc}^{(x)}+V_{nn}^x ,\tag{1}
\]

\[
\Gamma_{mnls}=\tfrac12P_{mn}P_{ls}-\tfrac a8\left(P_{ml}P_{ns}+P_{ms}P_{nl}\right),\qquad W=\tfrac12PFP .\tag{2}
\]

A superscript \(x\) means \(d/dA_x\). \(P\) is the density matrix, \(h\) the core Hamiltonian, \(S\) the overlap matrix, \(F\) the Fock matrix and \(V_{nn}\) the nuclear repulsion. \(E_{xc}^{(x)}\) is the derivative of the semilocal energy at fixed \(P\), including the motion of the quadrature grid. The derivative of \(P\) does not appear.

Hartree atomic units are used. The basis functions \(\phi_m\) are real and move rigidly with their nuclei. The orbitals must be self-consistent, and the occupied space must vary smoothly with geometry, so the formula fails where the occupation switches between crossing levels. The fraction \(a\) is constant, and the semilocal part depends on the density and its gradient.

## Energy and Fock matrix

Let \(C\) hold the coefficients of the doubly occupied orbitals in its columns, with \(C^TSC=1\) and \(P=2CC^T\). The repulsion integrals are

\[
(mn|ls)=\iint \frac{\phi_m(\mathbf r)\phi_n(\mathbf r)\,\phi_l(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

Exact exchange is \(-\frac12\sum_{ij}(ij|ji)\) for each spin. Two equal spins give \(-\sum_{ij}(ij|ji)\). Each of the two coefficient products is half a density matrix element, so the prefactor becomes \(-\frac14\). Hence

\[
E=\sum P_{mn}h_{mn}+\tfrac12\sum P_{mn}P_{ls}(mn|ls)-\tfrac a4\sum P_{ml}P_{ns}(mn|ls)+E_{xc}+V_{nn},\tag{3}
\]

where \(E_{xc}=(1-a)E_x^{\rm GGA}+E_c^{\rm GGA}\). The integral symmetry \(l\leftrightarrow s\) allows either pairing of indices in the exchange term.

The Coulomb and exchange terms are quadratic in \(P\), so varying either factor gives the same result and the prefactors double:

\[
\delta E=\mathrm{Tr}\,F\,\delta P,\qquad F=h+J-\tfrac a2K+V_{xc},\tag{4}
\]

with \(J_{mn}=\sum_{ls}(mn|ls)P_{ls}\), \(K_{mn}=\sum_{ls}(ml|ns)P_{ls}\) and \(\delta E_{xc}=\mathrm{Tr}\,V_{xc}\delta P\). The exchange factor is \(a/2\) in the Fock matrix but \(a/4\) in the energy. The gradient differentiates the energy, so its integral derivatives carry the energy factor.

## The energy-weighted term

The chain rule gives

\[
E^x=\left.\frac{\partial E}{\partial A_x}\right|_P+\mathrm{Tr}\,FP^x .
\]

Self-consistency means \(FC=SC\Lambda\), where \(\Lambda=C^TFC\) is symmetric. For canonical orbitals it is the diagonal matrix of orbital energies. From \(P^x=2(C^xC^T+CC^{xT})\) and the symmetry of \(F\),

\[
\mathrm{Tr}\,FP^x=4\,\mathrm{Tr}\,C^{xT}FC=4\,\mathrm{Tr}\,C^{xT}SC\Lambda .
\]

A trace equals that of the transposed matrix, and \(\Lambda\) is symmetric, so

\[
4\,\mathrm{Tr}\,C^{xT}SC\Lambda=2\,\mathrm{Tr}\left(C^{xT}SC+C^TSC^x\right)\Lambda .
\]

Differentiating \(C^TSC=1\) gives \(C^{xT}SC+C^TSC^x=-C^TS^xC\). Therefore

\[
\mathrm{Tr}\,FP^x=-2\,\mathrm{Tr}\,C^TS^xC\Lambda=-\mathrm{Tr}\,WS^x,\qquad W=2C\Lambda C^T .\tag{5}
\]

Since \(PFP=4CC^TFCC^T=4C\Lambda C^T\), this is \(W=\frac12PFP\), which does not depend on the choice of orbitals within the occupied space. The Pulay term is the energy change caused by keeping the orbitals orthonormal while the overlap changes. It vanishes for a basis that does not move.

Convergence matters more for the gradient than for the energy. At a stationary point an error \(\delta P\) that respects orthonormality changes the energy in second order. Expression (1) is not itself stationary in \(P\), so its error is in general of first order.

## One-electron terms

A function on \(A\) depends on \(\mathbf r-\mathbf A\), so \(\phi_m^x=-\partial_x\phi_m\) for \(m\in A\) and zero otherwise. The attraction operator \(-Z_A/r_A\), with \(r_A=|\mathbf r-\mathbf A|\), also moves. Its derivative is \(+Z_A\,\partial_x(1/r_A)\), because differentiation with respect to \(A_x\) reverses the sign of \(\partial_x\). Partial integration gives

\[
Z_A\int\phi_m\phi_n\,\partial_x\frac1{r_A}\,d\mathbf r=-Z_A\left[\langle\partial_x\phi_m|r_A^{-1}|\phi_n\rangle+\langle\phi_m|r_A^{-1}|\partial_x\phi_n\rangle\right].
\]

The surface term at infinity vanishes. So does that on a small sphere around the nucleus, whose area falls as \(r_A^2\) while the integrand grows as \(1/r_A\). The symmetry of \(P\) and \(W\) combines bra and ket derivatives into factors of two:

\[
\sum P_{mn}h^x_{mn}=-2\sum_{m\in A,\,n}P_{mn}\langle\partial_x\phi_m|\hat h|\phi_n\rangle-2Z_A\sum_{mn}P_{mn}\langle\partial_x\phi_m|r_A^{-1}|\phi_n\rangle,\tag{6}
\]

\[
-\sum W_{mn}S^x_{mn}=+2\sum_{m\in A,\,n}W_{mn}\langle\partial_x\phi_m|\phi_n\rangle .\tag{7}
\]

The second sum in (6) runs over all functions, since every electron feels the displaced nucleus. The nuclear term is \(V_{nn}^x=-\sum_{B\ne A}Z_AZ_B(A_x-B_x)/|\mathbf A-\mathbf B|^3\).

## Two-electron term

At fixed \(P\), the two-electron energy in (3) is \(\sum\Gamma_{mnls}(mn|ls)\). The exchange part of \(\Gamma\) is the average of the two equivalent pairings, which turns \(a/4\) into two terms with \(a/8\). In this form \(\Gamma\) is unchanged by \(m\leftrightarrow n\), by \(l\leftrightarrow s\) and by \((mn)\leftrightarrow(ls)\), as the integrals are. The product rule gives four terms, one for each differentiated function. Renaming the summation indices makes them equal:

\[
\sum\Gamma_{mnls}(mn|ls)^x=-4\sum_{m\in A}\sum_{nls}\Gamma_{mnls}(\partial_xm\,n|ls).\tag{8}
\]

The two exchange pairings contribute equally, because \((\partial_xm\,n|ls)\) is symmetric in \(l\) and \(s\). The exchange part is therefore

\[
-4\left(-\tfrac a8\right)2\sum P_{ml}P_{ns}(\partial_xm\,n|ls)=+a\sum_{m\in A}\sum_{nls}P_{ml}P_{ns}(\partial_xm\,n|ls).\tag{9}
\]

**Quartet loop.** Neither \(\Gamma\) nor the derivative integrals need to be stored:

1. Run over the permutationally distinct shell quartets \((MN|LS)\). The multiplicity \(g\) is the product of a factor 2 for \(M\ne N\), a factor 2 for \(L\ne S\) and a factor 2 for \((MN)\ne(LS)\).
2. Skip a quartet whose four shells share one nucleus; its integrals do not change when that nucleus moves.
3. Form the block of \(\Gamma\) from \(P\) and skip the quartet if its bound is below the threshold.
4. Compute the derivatives on three of the four centres and contract each with \(g\,\Gamma\).
5. Obtain the fourth contribution as minus the sum of the other three, and add each to the nucleus that carries the shell.

Step 5 holds because shifting all four functions together leaves the integral unchanged. For step 3, the Coulomb interaction is positive definite, so the Schwarz inequality gives

\[
|(\partial_xm\,n|ls)|\le(\partial_xm\,n|\partial_xm\,n)^{1/2}(ls|ls)^{1/2}.
\]

The same inequality, with the derivative placed on another function, holds for the other centres. The largest such bound in the block times the largest \(|\Gamma_{mnls}|\) limits each single term; multiplied by \(g\) and by the number of function quartets in the block, it limits the contribution of the quartet to one centre. The exchange part contains \(P_{ml}P_{ns}\), which links the bra pair to the ket pair. Where \(P\) decays with distance, distant pairs drop out of exchange, whereas the Coulomb factor \(P_{mn}P_{ls}\) gives no such decay. Separate loops can exploit this difference.

If the energy uses approximated integrals, such as fitted ones, the approximated expression must be differentiated instead.

## Semilocal term and moving grid

Let \(f(\rho,\sigma)\), with \(\sigma=|\nabla\rho|^2\), be the semilocal energy density, including the factor \(1-a\) on exchange. The computed quantity is the sum \(E_{xc}=\sum_gw_gf_g\). Each point \(\mathbf r_g\) is rigidly attached to an owner nucleus. When \(A\) moves, the value \(\phi_m(\mathbf r_g)\) changes if the point moves, if the function moves, but not if both do:

\[
\phi_m(\mathbf r_g)^x=\eta_m\,\partial_x\phi_m(\mathbf r_g),\qquad \eta_m=\delta_{g\in A}-\delta_{m\in A}.
\]

With \(\rho=\sum P_{mn}\phi_m\phi_n\), the product rule and the symmetry of \(P\) give

\[
\rho^x=2\sum_{mn}P_{mn}\eta_m\,\partial_x\phi_m\,\phi_n,
\]

\[
(\partial_j\rho)^x=2\sum_{mn}P_{mn}\eta_m\left(\partial_x\partial_j\phi_m\,\phi_n+\partial_x\phi_m\,\partial_j\phi_n\right),
\]

and \(\sigma^x=2\sum_j\partial_j\rho\,(\partial_j\rho)^x\). Second derivatives of the basis functions enter because the functional contains \(\nabla\rho\). Define the contribution of function \(m\) at a point,

\[
t_m=2\sum_nP_{mn}\Big[f_\rho\,\partial_x\phi_m\phi_n+2f_\sigma\sum_j\partial_j\rho\left(\partial_x\partial_j\phi_m\phi_n+\partial_x\phi_m\partial_j\phi_n\right)\Big],
\]

with \(f_\rho=\partial f/\partial\rho\) and \(f_\sigma=\partial f/\partial\sigma\). Then \(f_\rho\rho^x+f_\sigma\sigma^x=\sum_m\eta_mt_m\). Setting \(\eta_m=1\) for every \(m\) describes a displacement of the point alone, so \(\sum_mt_m=\partial_xf\). Therefore

\[
E_{xc}^{(x)}=-\sum_gw_g\sum_{m\in A}t_m+\Big[\sum_{g\in A}w_g\,\partial_xf_g+\sum_gw_g^xf_g\Big].\tag{10}
\]

The first term is the basis-function part; the bracket is the grid response.

The bracket vanishes for exact integration. Write \(w_g=q_g\,p_B(\mathbf r_g)\), where \(q_g\) is a fixed volume weight, \(B\) the owner and \(p_B\) a partition function with \(\sum_Bp_B=1\). The weight changes because \(p_B\) depends on the nuclear positions and, for \(B=A\), because the point moves. In the limit of a complete grid the bracket becomes

\[
\int p_A\,\partial_xf\,d\mathbf r+\int f\,\partial_xp_A\,d\mathbf r+\int f\sum_B\left.\frac{\partial p_B}{\partial A_x}\right|_{\mathbf r}d\mathbf r .
\]

The last integral is zero because the \(p_B\) sum to one. The first two combine to \(\int\partial_x(p_Af)\,d\mathbf r\), a surface term that vanishes with the density at infinity. On a finite grid the cancellation is incomplete, and the bracket is needed if (1) is to be the derivative of the energy actually computed.

If the weight formula is analytic in the nuclear coordinates, \(w_g^x\) can be found without subtraction. For a small real \(\epsilon\),

\[
w_g(A_x+i\epsilon)=w_g+i\epsilon w_g^x+O(\epsilon^2),\qquad w_g^x=\mathrm{Im}\,w_g(A_x+i\epsilon)/\epsilon+O(\epsilon^2).
\]

The second error is of order \(\epsilon^2\) because the quadratic term of the expansion is real. Distances must be coded as \(\sqrt{\mathbf d\cdot\mathbf d}\) without complex conjugation.

## Limits and the spin-polarized case

For \(a=0\) the exchange part of \(\Gamma\) disappears and (1) is the gradient of a pure GGA. For \(a=1\) without correlation, \(E_{xc}=0\) and (1) is the restricted Hartree–Fock gradient.

A further limit concerns the basis. With ideal quadrature, all terms from moving functions, including (7), combine into

\[
4\sum_i\sum_{m\in A}C_{mi}\,\langle\phi_m^x|\hat F-\varepsilon_i|\psi_i\rangle ,
\]

where \(\psi_i\) are canonical orbitals with energies \(\varepsilon_i\) and \(\hat F=\hat h+\hat J-\frac a2\hat K+\hat V_{xc}\). For any function \(\chi\), \(\langle\chi|\hat J|\phi_n\rangle=\sum_{ls}(\chi n|ls)P_{ls}\), \(\langle\chi|\hat K|\phi_n\rangle=\sum_{ls}(\chi l|ns)P_{ls}\) and \(\langle\chi|\hat V_{xc}|\phi_n\rangle=\int[f_\rho\chi\phi_n+2f_\sigma\nabla\rho\cdot\nabla(\chi\phi_n)]\,d\mathbf r\); for \(\chi=\phi_m\) these give the matrix \(F\). With \(\phi_m^x=-\partial_x\phi_m\), the first sum of (6), the Coulomb part of (8), expression (9) and the first term of (10) each take the form \(2\sum_{m\in A,n}P_{mn}\langle\phi_m^x|\hat O|\phi_n\rangle\) with \(\hat O=\hat h,\ \hat J,\ -\frac a2\hat K,\ \hat V_{xc}\), and (7) is \(-2\sum_{m\in A,n}W_{mn}\langle\phi_m^x|\phi_n\rangle\). Inserting \(P_{mn}=2\sum_iC_{mi}C_{ni}\) and \(W_{mn}=2\sum_i\varepsilon_iC_{mi}C_{ni}\) gives the sum above. Self-consistency makes \((\hat F-\varepsilon_i)\psi_i\) orthogonal to every basis function. If the derivatives \(\phi_m^x\) lie within the span of the basis, the sum vanishes. What remains is the Hellmann–Feynman expression for the gradient: the terms from the moving attraction operator and the nuclear repulsion. In a finite atomic-orbital basis this condition generally fails.

For spin-unrestricted orbitals let \(P^\tau=C^\tau C^{\tau T}\) for spin \(\tau\), and \(P=\sum_\tau P^\tau\). The exchange energy is \(-\frac a2\sum_\tau\sum P^\tau_{ml}P^\tau_{ns}(mn|ls)\), so

\[
\Gamma_{mnls}=\tfrac12P_{mn}P_{ls}-\tfrac a4\sum_\tau\left(P^\tau_{ml}P^\tau_{ns}+P^\tau_{ms}P^\tau_{nl}\right).
\]

The steps leading to (5), without the double occupation, give \(W=\sum_\tau P^\tau F^\tau P^\tau\). Setting \(P^\tau=P/2\) and \(F^\tau=F\) recovers (2). The semilocal part then needs the spin densities and their gradients.

## Worked example: distorted water

The example is PBE0/6-31G* water with five spherical d functions on oxygen, \(a=0.25\), bonds O–H1 of 1.90 bohr and O–H2 of 1.75 bohr, and an angle of 100°. H1 lies on the \(x\) axis and H2 in the \(xy\) plane. The model omits relativity and nuclear motion, and its basis is small, so the numbers illustrate the gradient and are not predictions for experiment.

For the \(x\) coordinate of H1 the terms, in Eh/bohr, are: one-electron 4.83977, Coulomb −2.56794, exchange 0.08921, semilocal basis part 0.19519, grid response −0.00003, nuclear repulsion −2.31671 and Pulay −0.20560. Their sum is

\[
4.83977-2.56794+0.08921+0.19519-0.00003-2.31671-0.20560=0.03389 .
\]

The result is less than one percent of the largest term, so a modest relative error in one term can dominate the force. Without the Pulay term the sum would be 0.23949, about seven times too large. Using the Fock factor \(a/2\) in place of \(a/4\) would count the exchange term twice and give 0.12310.

H1 moves along its bond when \(x\) changes, so the slope along the longer bond is 0.0339 Eh/bohr, or 1.74 eV/Å. For H2 the unit vector is \((-0.303884,\,1.723414)/1.75=(-0.17365,\,0.98481)\), and

\[
0.01526(-0.17365)+(-0.04570)(0.98481)=-0.0477\ \text{Eh/bohr},
\]

or −2.45 eV/Å. The energy falls when the longer bond shrinks and when the shorter one stretches. For the angle, moving H1 towards \(+y\) closes it, so \(dE/d\theta=-1.90\times0.00651=-0.0124\) Eh per radian: at these bond lengths the energy falls as the angle opens.

These numbers belong to this grid and this basis. A finer atom-centred grid, with its response included, shifts the gradients by up to about \(7\times10^{-5}\) Eh/bohr: the two bond slopes become 0.03393 and −0.0476 Eh/bohr. The basis matters far more. With def2-TZVP the bond slopes are 0.0382 and −0.0421 Eh/bohr and the angle slope is −0.0135 Eh per radian, changes of about 10% that leave the signs unchanged.

Four-point differences of re-converged energies test four coordinates; translational invariance then fixes the other two in-plane ones. The largest deviation is \(7\times10^{-10}\) Eh/bohr. The Pulay identity (5) and the fixed-\(P\) derivatives are tested separately to similar accuracy.

The grid response reaches \(2.3\times10^{-4}\) Eh/bohr, for the \(x\) coordinate of oxygen, where the total is −0.04915. Omitting it there is an error of about 0.5% of that component. The grid terms in \(x\) sum to −0.00024 over the three atoms, so omitting them would also leave a spurious net force of that size. With 97,200 points instead of 28,512 and the same \(P\), the largest response falls to \(1.1\times10^{-5}\) Eh/bohr, in line with its vanishing for exact integration.

Raising \(a\) to 0.5 changes the H1 slope from 0.03389 to 0.04423 Eh/bohr. Stationarity gives this change a direct meaning. At fixed geometry the response of \(P\) to \(a\) does not contribute to \(dE/da\), so

\[
\frac{dE}{da}=E_x^{\rm exact}-E_x^{\rm GGA},
\]

where both exchange energies are unscaled and evaluated with the density matrix converged at that \(a\). Differentiating with respect to the bond length and averaging over the interval in \(a\) gives \((0.04423-0.03389)/0.25=0.041\) Eh/bohr. On average over this interval, exact exchange therefore rises relative to PBE exchange as the bond is stretched at this geometry, and a larger \(a\) strengthens the pull towards a shorter bond. On the finer grid the two slopes are 0.03393 and 0.04426 Eh/bohr; with def2-TZVP they are 0.0382 and 0.0488 Eh/bohr, and the quotient is 0.042 Eh/bohr. The full set of terms and checks is in the numerical output.

## Computed results

```
Water, PBE0/6-31g*, exchange fraction a = 0.25
bond O-H1 = 1.90 bohr, O-H2 = 1.75 bohr
angle = 100.0 degrees; H1 on x axis, H2 in xy plane
H2 position x, y = -0.303884, 1.723414 bohr
basis functions = 18
grid points = 28512
fine-grid points = 97200
Energy parts (Eh):
  one-electron              -122.995855
  Coulomb                     46.805403
  exact exchange (scaled)     -2.237958
  semilocal xc                -7.031443
  nuclear repulsion            9.139388
  total                      -76.320466
Gradient terms (Eh/bohr):
  term          O x       O y      H1 x      H1 y      H2 x      H2 y
  one-el.   -3.85850  -5.16468   4.83977  -0.07215  -0.98126   5.23683
  Coulomb    2.09831   2.69122  -2.56794   0.01419   0.46963  -2.70541
  exchange  -0.07310  -0.09604   0.08921   0.00029  -0.01611   0.09575
  xc basis  -0.15809  -0.20979   0.19519  -0.00092  -0.03686   0.21071
  xc grid   -0.00023   0.00008  -0.00003  -0.00002   0.00002  -0.00006
  nuclei     1.76245   2.57256  -2.31671   0.07870   0.55425  -2.65126
  Pulay      0.18001   0.24584  -0.20560  -0.01358   0.02559  -0.23226
  total     -0.04915   0.03920   0.03389   0.00651   0.01526  -0.04570
Total gradient, analytic and numerical (Eh/bohr):
  O x     -0.04914629   -0.04914629
  O y      0.03919716    0.03919715
  H1 x     0.03389016    0.03389016
  H2 y    -0.04570223   -0.04570223
dE/dr along O-H1 = 0.033890 Eh/bohr = 1.7427 eV/angstrom
dE/dr along O-H2 = -0.047657 Eh/bohr = -2.4506 eV/angstrom
difference step = 0.005 bohr
largest error, total gradient = 7.2e-10 Eh/bohr
largest error, Pulay identity = 3.3e-10 Eh/bohr
largest error, exchange term = 2.1e-11 Eh/bohr
largest error, any frozen-P term = 5.5e-10 Eh/bohr
largest sum of gradients over atoms = 1.7e-14 Eh/bohr
largest four-centre integral sum = 3.6e-15 Eh/bohr
a = 0.5: H1 x analytic = 0.04423196 Eh/bohr
a = 0.5: H1 x numerical = 0.04423196 Eh/bohr
largest grid response = 2.27e-04 Eh/bohr
largest grid response, fine grid = 1.12e-05 Eh/bohr
energy difference to separate code = 6.1e-07 Eh
gradient difference to it = 8.1e-05 Eh/bohr
```
